# Steady channel cracking of a film elastically identical to its substrate

**Question.** A film of thickness \(h\) carries a uniform tensile stress \(s\). It is bonded to a thick, unstressed substrate with the same isotropic constants \(E\) and \(\nu\), and \(E'=E/(1-\nu^2)\). A crack cuts the film down to the interface and runs along \(z\) as a long straight channel. The interface does not debond. Let \(x\) be the depth below the free surface and \(y\) the distance from the crack plane.

## Part (a)

**Express the steady energy release rate \(G_{ss}\) through plane-strain cracks of depth \(a\le h\), and through the crack opening.**

**Answer.** When a long channel advances by \(dz\), the field around its front moves along unchanged. The net effect is that a slice \(dz\) of uncracked film far ahead becomes a slice of fully cracked film far behind. Let \(U(a)\) be the energy released per unit length when a plane-strain crack of depth \(a\) is made. The advance creates the area \(h\,dz\), so \(hG_{ss}=U(h)\). Since \(G(a)=dU/da\) and \(U(0)=0\),

\[
G_{ss}=\frac1h\int_0^h G(a)\,da .
\]

Alternatively, cut the film while holding the faces closed with tractions \(s\), then relax these slowly to zero. The full opening \(\delta(x)\) grows in proportion to the traction removed, so the energy extracted is

\[
hG_{ss}=\tfrac12 s\int_0^h\delta(x)\,dx .
\]

The front need not be a straight vertical line: its shape does not enter. The channel must, however, be several \(h\) long, so that its two ends do not interact.

## Part (b)

**By superposition, the crack problem is a half-plane with pressure \(s\) on the crack faces. For fields varying as powers of \(r\), find the ratio of normal stress to face slope on the crack line.**

**Answer.** By symmetry, take the quarter plane \(y>0\), with \(\theta=0\) on the crack line and \(\theta=\pi/2\) on the free surface. Let the Airy function be \(\phi=r^{\lambda+1}f(\theta)\), with

\[
f=A\cos(\lambda+1)\theta+B\cos(\lambda-1)\theta+C\sin(\lambda+1)\theta+D\sin(\lambda-1)\theta .
\]

Then \(\sigma_{\theta\theta}=\lambda(\lambda+1)r^{\lambda-1}f\) and \(\tau_{r\theta}=-\lambda r^{\lambda-1}f'\). Zero shear on the crack line requires \(f'(0)=0\), which is met by \(C=c(\lambda-1)\), \(D=-c(\lambda+1)\). The free surface requires \(f(\pi/2)=f'(\pi/2)=0\).

On \(\theta=0\), write the stress as \(Sr^{\lambda-1}\) and the slope \(du_y/dr\) as \(Vr^{\lambda-1}\). The definitions of strain give \(\partial_x^2u_y=2\partial_x\varepsilon_{xy}-\partial_y\varepsilon_{xx}\). The shear vanishes all along this line, so the first term is zero, and equilibrium gives \(\partial_y\sigma_{yy}=0\). With \(E'\varepsilon_{xx}=\sigma_{xx}-\sigma_{yy}\nu/(1-\nu)\),

\[
E'\partial_x^2u_y=-\partial_y(\sigma_{xx}+\sigma_{yy})=-\frac1r\partial_\theta\nabla^2\phi=-r^{\lambda-2}f'''(0).
\]

The term \((\lambda+1)^2f'(0)\) has dropped out. Now

\[
f'''(0)=-c(\lambda^2-1)\left[(\lambda+1)^2-(\lambda-1)^2\right]=-4c\lambda(\lambda^2-1).
\]

From \(E'V(\lambda-1)=-f'''(0)\) we get \(E'V=4c\lambda(\lambda+1)\). Since \(S=\lambda(\lambda+1)(A+B)\), the ratio is \(S/(E'V)=(A+B)/(4c)\).

Let \(p=\sin(\pi\lambda/2)\) and \(q=\cos(\pi\lambda/2)\). The two free-surface conditions become

\[
(A-B)p=2c\lambda q,\qquad q\left[\lambda(A-B)+(A+B)\right]=-2c(\lambda^2-1)p .
\]

Eliminating \(A-B\) and using \(p^2+q^2=1\),

\[
A+B=-2c\,\frac{\lambda^2q^2+(\lambda^2-1)p^2}{pq}=-2c\,\frac{\lambda^2-p^2}{pq}.
\]

With \(pq=\tfrac12\sin\pi\lambda\), this gives

\[
\frac{S}{E'V}=\frac{\sin^2(\pi\lambda/2)-\lambda^2}{\sin\pi\lambda}.
\]

## Part (c)

**Hence find the stress intensity factor \(K\) of an edge crack of depth \(a\).**

**Answer.** Set \(a=1\). Let \(v(r)=du_y/dr\), which vanishes for \(r>1\), and define

\[
V(\lambda)=\int_0^1 v\,r^{-\lambda}dr,\qquad \Sigma_+(\lambda)=\int_1^\infty\sigma_{yy}\,r^{-\lambda}dr .
\]

The slope is bounded at the mouth, so \(V\) is analytic for \(\mathrm{Re}\,\lambda<1\). The face loads balance, so the distant stress falls at least as \(r^{-2}\), and \(\Sigma_+\) is analytic for \(\mathrm{Re}\,\lambda>-1\). The known stress \(-s\) on \(r<1\) contributes \(-s/(1-\lambda)\).

*Factorization.* The ratio of part (b) equals \(\tfrac12\tan(\pi\lambda/2)H(\lambda)\), with \(H=1-\lambda^2/\sin^2(\pi\lambda/2)\). The reflection formula for the gamma function gives

\[
\tan\frac{\pi\lambda}2=\frac\lambda2\,\frac{\Gamma(\frac12+\frac\lambda2)\Gamma(\frac12-\frac\lambda2)}{\Gamma(1+\frac\lambda2)\Gamma(1-\frac\lambda2)} .
\]

\(H\) has no zero in \(|\mathrm{Re}\,\lambda|<1\). A zero at \(\lambda=\alpha+i\beta\) would need \(\sin(\pi\lambda/2)=\pm\lambda\), whose real part is \(\sin(\pi\alpha/2)\cosh(\pi\beta/2)=\pm\alpha\). This is impossible for \(0<|\alpha|<1\), where \(|\sin(\pi\alpha/2)|>|\alpha|\). For \(\alpha=0\) it would need \(\sinh(\pi\beta/2)=\pm\beta\), so \(\beta=0\), but \(H(0)=1-4/\pi^2\ne0\).

Thus \(\ln H\) is analytic in the strip and vanishes at its far ends. Cauchy's formula on the two edges of a narrower strip splits it into two parts, so that \(H=H_+(\lambda)H_+(-\lambda)\). For \(\mathrm{Re}\,\lambda>0\),

\[
\ln H_+(\lambda)=\frac1{2\pi}\int_{-\infty}^{\infty}\frac{\ln H(iw)}{\lambda-iw}\,dw=\frac\lambda\pi\int_0^\infty\frac{\ln H(iw)}{\lambda^2+w^2}\,dw ,
\]

where the second form uses that \(H\) is even. With \(g(\lambda)=H_+(\lambda)\Gamma(\frac12+\frac\lambda2)/\Gamma(1+\frac\lambda2)\), the boundary conditions become

\[
-\frac{s}{1-\lambda}+\Sigma_+(\lambda)=E'\frac\lambda4\,g(\lambda)g(-\lambda)V(\lambda).
\]

*Separation.* Divide by \(g(\lambda)\), which is analytic and non-zero for \(\mathrm{Re}\,\lambda>-1\), and move the pole at \(\lambda=1\) to the side analytic on the left:

\[
\frac{\Sigma_+}{g(\lambda)}-\frac{s}{1-\lambda}\left[\frac1{g(\lambda)}-\frac1{g(1)}\right]
=E'\frac\lambda4\,g(-\lambda)V(\lambda)+\frac{s}{(1-\lambda)g(1)} .
\]

The two sides continue each other into one entire function. For large \(|\lambda|\), \(g\sim(\lambda/2)^{-1/2}\) on the right. Integrable stress and slope make \(\Sigma_+\) and \(V\) tend to zero in their half-planes, so the entire function grows more slowly than \(|\lambda|^{1/2}\). By Liouville's theorem it is constant. At \(\lambda=0\), where \(V\) is finite, its value is \(s/g(1)\). Since \(1-1/(1-\lambda)=-\lambda/(1-\lambda)\),

\[
V(\lambda)=-\frac{4s}{E'g(1)g(-\lambda)(1-\lambda)} .
\]

*Tip field.* For \(\lambda\to+\infty\), the left side gives \(\Sigma_+\to(s/g(1))\sqrt{2/\lambda}\). With \(\rho\) the distance from the tip, a stress \(K/\sqrt{2\pi\rho}\) has the transform \(K/\sqrt{2\lambda}\). Hence \(K=2s/g(1)\). Because \(\Gamma(1)/\Gamma(\frac32)=2/\sqrt\pi\), we have \(g(1)=2H_+(1)/\sqrt\pi\). Restoring the depth,

\[
K=Fs\sqrt{\pi a},\qquad \ln F=-\frac1\pi\int_0^\infty\ln\!\left[1-\frac{w^2}{\sinh^2(\pi w/2)}\right]\frac{dw}{1+w^2}.
\]

The integral is \(-0.3603\), so \(F=e^{0.3603/\pi}=1.1215\). An infinite plate with an internal crack of length \(2a\) has \(K=s\sqrt{\pi a}\); the free surface raises this by 12%.

## Part (d)

**Find the coefficient \(Z\) in \(G_{ss}=Zs^2h/E'\), and confirm it from the opening. When does the crack stay at the interface?**

**Answer.** For \(\lambda\to-\infty\), \(V\to-(\sqrt2K/E')|\lambda|^{-1/2}\). This is the transform of \(v=-\sqrt{2/\pi}\,(K/E')\rho^{-1/2}\), so the full opening near the tip is \(\delta=(8K/E')\sqrt{\rho/2\pi}\). Closing a new segment \(\Delta a\) against the stress that was ahead of the tip takes the work

\[
G\,\Delta a=\frac12\int_0^{\Delta a}\frac{K}{\sqrt{2\pi\xi}}\,\frac{8K}{E'}\sqrt{\frac{\Delta a-\xi}{2\pi}}\,d\xi=\frac{2K^2}{\pi E'}\,\frac{\pi\Delta a}2 .
\]

So \(G=K^2/E'=\pi F^2s^2a/E'\), which is linear in \(a\). Its average over depth is half its final value:

\[
G_{ss}=\frac1h\int_0^h\frac{\pi F^2s^2a}{E'}\,da=\frac{\pi F^2}{2}\,\frac{s^2h}{E'},\qquad Z=\frac{\pi F^2}2=\frac{3.9515}2=1.976 .
\]

*Opening.* With \(a=1\) and \(u_y(1)=0\), integration by parts gives \(\int_0^1u_y\,dr=-V(-1)=2s/[E'g(1)^2]=\pi F^2s/(2E')\). The full opening is twice \(u_y\), and the area scales as \(h^2\), so \(\tfrac12s\int\delta\,dx=\pi F^2s^2h^2/(2E')\). Division by \(h\) gives the same \(Z\). A finite-element solution of the half-plane, which uses neither Airy functions nor transforms, gives \(Z=1.9755\) from this area.

*Depth.* A channel reaching only \(a<h\) has the average \(Zs^2a/E'\), so in a uniform film the full-depth channel is driven hardest. At the interface, further deepening releases \(G(h)=2G_{ss}\) per unit area. At the onset of channelling, \(G_{ss}\) equals the film toughness \(\Gamma_f\). The substrate therefore holds the crack at the interface against a small advance only if its toughness is at least \(2\Gamma_f\).

If the substrate is merely as tough as the film, the relevant drive is \(U(a)/a\) with \(a>h\). Its derivative, \((G-U/a)/a\), is positive at \(a=h\), so the crack goes deeper. Finite elements, with pressure only on the film part of the faces, give \(U/a=2.059,\ 2.075,\ 2.072\) in units of \(s^2h/E'\) at \(a/h=1.10,\ 1.20,\ 1.25\). The maximum requires \(G=U/a\); at \(a/h=1.20\), \(G\) is about 2.07 to 2.08, which agrees. The drive exceeds \(Z\) by 5%.

## Part (e)

**A deposited silica dielectric on fused silica has, roughly, \(E=72\) GPa, \(\nu=0.17\), \(s=200\) MPa, \(h=3.0\) µm and toughness \(\Gamma=8\) J/m² in both materials. Will it channel? Judge the neglected effects.**

**Answer.** \(E'=72/(1-0.17^2)=74.14\) GPa, and

\[
\frac{s^2h}{E'}=\frac{(2.00\times10^8)^2(3.0\times10^{-6})}{7.414\times10^{10}}=1.619\ \mathrm{J/m^2},
\]

\[
G_{ss}=1.976\times1.619=3.20\ \mathrm{J/m^2}\quad(20.0\ \mathrm{eV/nm^2}).
\]

This is below 8 J/m², so the model predicts no channelling. The critical thickness is

\[
h_c=\frac{\Gamma E'}{Zs^2}=\frac{8\times7.414\times10^{10}}{1.976\times4\times10^{16}}\ \mathrm{m}=7.5\ \text{µm}.
\]

The neglected effects, each taken in the harmful direction, are as follows.

- **Moisture.** If humid air halves the toughness of both materials, a rough assumption, \(h_c\) falls to 3.75 µm. This is not a worst case: slow crack growth in humid silica can continue at a still lower \(G\). The present \(G_{ss}\) corresponds to \(K=\sqrt{G_{ss}E'}=0.49\ \mathrm{MPa\,m^{1/2}}\), 63% of the value 0.77 implied by 8 J/m². Silica glass in moist air is commonly reported to crack slowly at such a level, so the verdict of no channelling refers to fast fracture only.
- **Temperature.** If the film expands less than the substrate by 0.5 ppm/K, heating by 375 K adds \([E/(1-\nu)]\Delta\alpha\,\Delta T=16.3\) MPa, and \(G\) rises by \((1+16.3/200)^2=1.17\). This is an extreme case: fused silica itself expands by only about 0.55 ppm/K, so the film would have to expand hardly at all. A film that expands more than the substrate is relieved by heating.
- **Softer film.** With a film modulus 10% below the substrate's, finite elements give \(Z=1.894\). At fixed stress and thickness, \(G\) changes by \((1.894/1.976)/0.90=1.065\).
- **Substrate entry.** Part (d) gives a factor 1.05.

Multiplying these factors as if they were independent gives

\[
h_c\approx\frac{7.51\times0.50}{1.17\times1.065\times1.05}\ \text{µm}\approx2.9\ \text{µm},
\]

slightly below the actual thickness. The apparent margin of 2.5 is therefore not secure, and moisture takes most of it. Humid air and high temperature need not occur together, while slow crack growth may lower the limit further. The figure is therefore an illustration of sensitivity, neither a prediction nor a safe lower bound.

Three micrometres is thick for an interlayer dielectric, and deposited silica may also be in compression, in which case this analysis does not apply. Low-k films on silicon are far from the assumed equal stiffness. For a substrate twenty times stiffer than the film, with \(\nu=0.17\) in both, finite elements give \(Z\approx1.065\), defined with the film's \(E'\). At fixed film \(E'\), stress and thickness, the matched value would then overestimate \(G_{ss}\) by a factor of about 1.9. The Poisson ratio matters here: with \(\nu=0.30\) in both, \(Z\approx1.14\) and the factor is about 1.7. This holds for a film bonded directly to a thick stiff base. The error reverses when the material below is more compliant than the film: for a thick substrate of half the film's stiffness, with \(\nu=0.17\) in both, \(Z\approx2.7\). The matched value is therefore not a safe bound for stacks with compliant layers underneath. Short channels, debonding, substrate bending and nearby metal lines are not sized here. The numerical output lists the remaining values.

## Computed results

```
EDGE CRACK AND CHANNEL COEFFICIENT (dimensionless)
integral in ln F = -0.360300
edge-crack factor F = 1.121522
edge coefficient pi F^2 = 3.95153
channel coefficient Z = 1.97577
mouth half-opening, formula = 2.9086 s h/E'
INDEPENDENT CHECKS (dimensionless)
largest error of stress-slope ratio = 1.7e-15
winding number on strip edge = 0.0000
Z from finite-element opening area = 1.9755
mouth half-opening, finite elements = 2.9084 s h/E'
F from finite-element tip opening = 1.1203
G at depth 1.20 h, energy slope = 2.080 s^2 h/E'
G at depth 1.20 h, tip field = 2.070 s^2 h/E'
EXAMPLE INPUTS (rough)
Young modulus = 72 GPa
Poisson ratio = 0.17
film stress = 200 MPa
film thickness = 3.0 um
toughness, film and substrate = 8.0 J/m^2
EXAMPLE RESULTS
plane-strain modulus E' = 74.14 GPa
s^2 h/E' = 1.619 J/m^2
steady channel G_ss = 3.198 J/m^2
G_ss converted = 19.96 eV/nm^2
edge-crack G at the interface = 6.396 J/m^2
critical thickness = 7.51 um
NEGLECTED EFFECTS
released energy per depth, a/h = 1.05: 2.0315 s^2 h/E'
released energy per depth, a/h = 1.10: 2.0585 s^2 h/E'
released energy per depth, a/h = 1.15: 2.0711 s^2 h/E'
released energy per depth, a/h = 1.20: 2.0747 s^2 h/E'
released energy per depth, a/h = 1.25: 2.0718 s^2 h/E'
best sampled depth a/h = 1.20
driving-force factor, substrate entry = 1.050
film/substrate modulus, softer film = 0.90
Z for softer film = 1.8937
G factor, softer film at fixed stress = 1.065
expansion difference (rough) = 0.5 ppm/K
temperature rise = 375 K
thermal stress = 16.3 MPa
G factor, adverse thermal stress = 1.169
toughness fraction in moist air (rough) = 0.50
critical thickness, moist air = 3.75 um
critical thickness, all effects = 2.87 um
substrate/film modulus, stiff case = 20
Z for stiff substrate = 1.065
```
